# Joint negative semidefiniteness of the density and kinetic-energy-density response: a numerical check

```python
"""Joint response of (rho, tau) to a local potential and an inverse-mass field.

Result under test: for H = v - (1/2) d/dx (1+u) d/dx and occupations that do
not increase with energy, the matrix X in (d rho, d tau) = X (d v, d u) is
symmetric and negative semidefinite.  Consequently 1 - X K has a real spectrum
for every symmetric kernel K, and this spectrum limits damped mixing.

Model: periodic ring, Hartree atomic units, two electrons per full orbital.
rho and v live on grid points, tau and u on the links between them.
Columns of 'orb' are eigenvectors with unit Euclidean norm; h is the spacing.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.special import expit, xlogy

M, length, electrons, kT = 24, 12.0, 6, 0.1
h = length / M
x = h * np.arange(M)
x_link = x + h / 2
k1 = 2 * np.pi / length
D = (np.roll(np.eye(M), 1, axis=1) - np.eye(M)) / h
v0 = -0.4 * np.cos(k1 * x) + 0.2 * np.sin(2 * k1 * x)
u0 = 0.2 * np.cos(k1 * x_link + 0.5)
rng = np.random.default_rng(7)


def levels(v, u):
    return np.linalg.eigh(np.diag(v) + 0.5 * D.T @ ((1 + u)[:, None] * D))


def fermi(eps):
    def excess(mu):
        return 2 * expit((mu - eps) / kT).sum() - electrons
    mu = brentq(excess, eps[0] - 5, eps[-1] + 5, xtol=1e-14, rtol=1e-14)
    return expit((mu - eps) / kT), mu


def densities(orb, f):
    rho = 2 / h * (orb**2 @ f)
    tau = 1 / h * ((D @ orb)**2 @ f)
    return np.concatenate([rho, tau])


def thermal_densities(w):
    eps, orb = levels(v0 + w[:M], u0 + w[M:])
    return densities(orb, fermi(eps)[0])


def free_energy(w):
    eps, _ = levels(v0 + w[:M], u0 + w[M:])
    f, _ = fermi(eps)
    return 2 * np.sum(f * eps + kT * (xlogy(f, f) + xlogy(1 - f, 1 - f)))


def response(eps, orb, f, slope):
    """Sum over states at fixed electron number; slope = df/d eps."""
    gap = eps[:, None] - eps[None, :]
    close = np.abs(gap) < 1e-7
    ratio = (f[:, None] - f[None, :]) / np.where(close, 1.0, gap)
    F = np.where(close, 0.5 * (slope[:, None] + slope[None, :]), ratio)
    grad = D @ orb
    G = np.concatenate([orb[:, :, None] * orb[:, None, :],
                        0.5 * grad[:, :, None] * grad[:, None, :]])
    X = (G * F).reshape(2 * M, -1) @ G.reshape(2 * M, -1).T
    if abs(slope.sum()) > 0:
        d = np.einsum('aii,i->a', G, slope)
        X = X - np.outer(d, d) / slope.sum()
    return 2 / h * X


def schur(X):
    inverse = np.linalg.pinv(X[:M, :M], rcond=1e-10)
    S = X[M:, M:] - X[M:, :M] @ inverse @ X[:M, M:]
    return 0.5 * (S + S.T)


# Thermal system: formula against rediagonalized densities.
eps, orb = levels(v0, u0)
f, mu = fermi(eps)
X = response(eps, orb, f, -f * (1 - f) / kT)
step = 1e-4
X_fd = np.array([(thermal_densities(step * e) - thermal_densities(-step * e))
                 / (2 * step) for e in np.eye(2 * M)]).T
fd_error = np.max(np.abs(X - X_fd))
assert fd_error < 1e-5
assert np.max(np.abs(X_fd - X_fd.T)) < 1e-5
spectrum = np.linalg.eigvalsh(0.5 * (X + X.T))
spectrum_fd = np.linalg.eigvalsh(0.5 * (X_fd + X_fd.T))
assert spectrum[-1] < 1e-10 and spectrum_fd[-1] < 1e-5
constant = np.concatenate([np.ones(M), np.zeros(M)])
assert np.max(np.abs(X @ constant)) < 1e-10
assert spectrum[-2] < -1e-8

# Free energy: its gradient is the density pair, its curvature is X.
w = 0.2 * rng.standard_normal(2 * M)
t = 2e-3
n0 = densities(orb, f)
a_plus, a_zero, a_minus = [free_energy(s * w) for s in (t, 0, -t)]
slope_fd = (a_plus - a_minus) / (2 * t)
curve_fd = (a_plus - 2 * a_zero + a_minus) / t**2
curve = h * w @ X @ w
assert abs(slope_fd - h * n0 @ w) < 1e-5
assert abs(curve_fd - curve) < 1e-3 * abs(curve)

# Two-by-two response to cosine fields of the longest wavelength.
probe = np.zeros((2 * M, 2))
probe[:M, 0] = np.cos(k1 * x)
probe[M:, 1] = np.cos(k1 * x_link)
Q = h * probe.T @ X @ probe
assert np.linalg.eigvalsh(Q)[-1] < 0
S_thermal = np.linalg.eigvalsh(schur(X))
assert S_thermal[-1] < 1e-9

# Zero temperature: three filled orbitals, then a single filled orbital.
zero = np.zeros(M)
f3 = (np.arange(M) < 3).astype(float)
X3 = response(eps, orb, f3, zero)
eig3 = np.linalg.eigvalsh(X3)
assert eig3[-1] < 1e-10
scaling_field = np.concatenate([v0, 1 + u0])
assert np.max(np.abs(X3 @ scaling_field)) < 1e-10
scaling_thermal = h * scaling_field @ X @ scaling_field
assert scaling_thermal < -1e-6
null3 = int(np.sum(np.abs(eig3) < 1e-10))
f1 = (np.arange(M) < 1).astype(float)
X1 = response(eps, orb, f1, zero)
eig1 = np.linalg.eigvalsh(X1)
null1 = int(np.sum(np.abs(eig1) < 1e-10))
assert eig1[-1] < 1e-10 and null1 == M + 1
S1 = np.max(np.abs(schur(X1)))
assert S1 < 1e-9

# A finite inverse-mass change hidden by a compensating potential.
du = 0.1 * np.sin(2 * k1 * x_link)
ground = orb[:, 0]
dv = -0.5 * (D.T @ (du * (D @ ground))) / ground
_, orb_hidden = levels(v0 + dv, u0 + du)
_, orb_bare = levels(v0, u0 + du)
before = densities(orb, f1)
hidden_change = np.max(np.abs(densities(orb_hidden, f1) - before))
bare_change = np.max(np.abs(densities(orb_bare, f1) - before))
assert hidden_change < 1e-10 and bare_change > 1e-5

# Inverted occupation: an explicit field with positive quadratic form.
f_inv = (np.arange(M) == 1).astype(float)
X_inv = response(eps, orb, f_inv, zero)
w_inv = np.concatenate([orb[:, 0] / orb[:, 1], zero])
q_inv = h * w_inv @ X_inv @ w_inv
q_inv_formula = 4 / (eps[1] - eps[0])
assert abs(q_inv / q_inv_formula - 1) < 1e-6

# Mixing with an indefinite symmetric contact kernel.
a, b, c = 3.0, -0.5, -0.5
K = np.kron(np.array([[a, b], [b, c]]), np.eye(M))
kernel_eigs = np.linalg.eigvalsh(np.array([[a, b], [b, c]]))
assert kernel_eigs[0] < 0 < kernel_eigs[1]
lam_raw = np.linalg.eigvals(np.eye(2 * M) - X @ K)
val, vec = np.linalg.eigh(-0.5 * (X + X.T))
B = (vec * np.sqrt(np.clip(val, 0, None))) @ vec.T
lam = np.linalg.eigvalsh(np.eye(2 * M) + B @ K @ B)
assert np.max(np.abs(lam_raw.imag)) < 1e-6
assert np.max(np.abs(np.sort(lam_raw.real) - lam)) < 1e-6
assert lam[0] > 0
alpha_limit = 2 / lam[-1]


def mix(alpha, steps=80):
    error = rng.standard_normal(2 * M)
    error *= 1e-7 / np.linalg.norm(error)
    norms = [np.linalg.norm(error)]
    for _ in range(steps):
        output_error = thermal_densities(K @ error) - n0
        error = error + alpha * (output_error - error)
        norms.append(np.linalg.norm(error))
    return norms[-1] / norms[0], (norms[-1] / norms[-11])**0.1


total_low, rate_low = mix(0.95 * alpha_limit)
total_high, rate_high = mix(1.05 * alpha_limit)
pred_low = np.max(np.abs(1 - 0.95 * alpha_limit * lam))
pred_high = np.max(np.abs(1 - 1.05 * alpha_limit * lam))
assert total_low < 0.1 and total_high > 10
assert abs(rate_low - pred_low) < 0.02
assert abs(rate_high - pred_high) < 0.02

print(f"grid points: {M}; ring length: {length:.1f} bohr")
print(f"electrons: {electrons}; kT: {kT:.2f} hartree")
print(f"chemical potential: {mu:.5f} hartree")
print("lowest five levels (hartree):", np.round(eps[:5], 5))
print("their occupations per spin:", np.round(f[:5], 5))
print(f"max |X formula - X finite difference|: {fd_error:.1e} a.u.")
print(f"most negative joint eigenvalue: {spectrum[0]:.5f} a.u.")
print(f"largest joint eigenvalue: {spectrum[-1]:.1e} a.u.")
print(f"second largest joint eigenvalue: {spectrum[-2]:.3e} a.u.")
print(f"free-energy slope, difference: {slope_fd:.6f} hartree")
print(f"free-energy slope, densities: {h * n0 @ w:.6f} hartree")
print(f"free-energy curvature, difference: {curve_fd:.6f} hartree")
print(f"free-energy curvature, response: {curve:.6f} hartree")
print(f"cosine response vv: {Q[0, 0]:.5f} 1/hartree")
print(f"cosine response vu: {Q[0, 1]:.5f} (dimensionless)")
print(f"cosine response uu: {Q[1, 1]:.5f} hartree")
print(f"cosine determinant: {np.linalg.det(Q):.5f} (dimensionless)")
print(f"Schur complement, lowest eigenvalue: {S_thermal[0]:.5f} hartree/bohr")
print(f"Schur complement, highest eigenvalue: {S_thermal[-1]:.2e} hartree/bohr")
print(f"T=0, three orbitals, null directions: {null3}")
print(f"T=0, one orbital, null directions: {null1}")
print(f"one orbital, max |Schur complement|: {S1:.1e} hartree/bohr")
print(f"thermal form for the field (v,1+u): {scaling_thermal:.5f} hartree")
print(f"hidden mass field, max density-pair change: {hidden_change:.1e} a.u.")
print(f"same field uncompensated, max change: {bare_change:.2e} a.u.")
print(f"inverted occupation, quadratic form: {q_inv:.5f} 1/hartree")
print(f"inverted occupation, 4/(e1-e0): {q_inv_formula:.5f} 1/hartree")
print(f"kernel rho-rho: {a:.1f} hartree bohr; rho-tau: {b:.1f} bohr")
print(f"kernel tau-tau: {c:.1f} bohr/hartree")
print("kernel eigenvalues (a.u.):", np.round(kernel_eigs, 5))
print(f"Jacobian eigenvalues: min {lam[0]:.5f}, max {lam[-1]:.5f}")
print(f"largest imaginary part found: {np.max(np.abs(lam_raw.imag)):.1e}")
print(f"damping limit 2/lambda_max: {alpha_limit:.5f}")
print(f"0.95 of limit: factor {rate_low:.4f}, predicted {pred_low:.4f}")
print(f"1.05 of limit: factor {rate_high:.4f}, predicted {pred_high:.4f}")
print(f"error ratio after 80 steps: {total_low:.2e} and {total_high:.2e}")
print("all assertions hold")
```

Output:

```
grid points: 24; ring length: 12.0 bohr
electrons: 6; kT: 0.10 hartree
chemical potential: 0.39233 hartree
lowest five levels (hartree): [-0.27595  0.08181  0.25373  0.55651  0.6348 ]
their occupations per spin: [0.99875 0.95711 0.79994 0.16222 0.08131]
max |X formula - X finite difference|: 4.7e-09 a.u.
most negative joint eigenvalue: -1.21717 a.u.
largest joint eigenvalue: -3.3e-16 a.u.
second largest joint eigenvalue: -1.500e-02 a.u.
free-energy slope, difference: -0.586662 hartree
free-energy slope, densities: -0.586662 hartree
free-energy curvature, difference: -0.211349 hartree
free-energy curvature, response: -0.211349 hartree
cosine response vv: -4.19450 1/hartree
cosine response vu: -1.31034 (dimensionless)
cosine response uu: -0.68697 hartree
cosine determinant: 1.16451 (dimensionless)
Schur complement, lowest eigenvalue: -0.37233 hartree/bohr
Schur complement, highest eigenvalue: -1.64e-02 hartree/bohr
T=0, three orbitals, null directions: 2
T=0, one orbital, null directions: 25
one orbital, max |Schur complement|: 1.2e-16 hartree/bohr
thermal form for the field (v,1+u): -0.32017 hartree
hidden mass field, max density-pair change: 3.5e-15 a.u.
same field uncompensated, max change: 1.31e-02 a.u.
inverted occupation, quadratic form: 11.18072 1/hartree
inverted occupation, 4/(e1-e0): 11.18072 1/hartree
kernel rho-rho: 3.0 hartree bohr; rho-tau: -0.5 bohr
kernel tau-tau: -0.5 bohr/hartree
kernel eigenvalues (a.u.): [-0.57003  3.07003]
Jacobian eigenvalues: min 0.79085, max 4.50085
largest imaginary part found: 0.0e+00
damping limit 2/lambda_max: 0.44436
0.95 of limit: factor 0.9000, predicted 0.9000
1.05 of limit: factor 1.1000, predicted 1.1000
error ratio after 80 steps: 2.56e-05 and 2.01e+02
all assertions hold
```
